**Recovering film permittivity and testing the dead-layer ambiguity**

The program tests the relation $d/\varepsilon_a=d/\varepsilon_f+q$ with $q=t(1/\varepsilon_d-1/\varepsilon_f)$, where $d$ is the total thickness, $\varepsilon_a$ the apparent permittivity, $\varepsilon_f$ the film permittivity, and $t$ and $\varepsilon_d$ the summed thickness and permittivity of the dead layers. Exact rational arithmetic gives $\varepsilon_f=300$ and $q=1/15$ nm from the 20 nm and 60 nm data. A finite-element solution of the Poisson equation, which does not use the series formula, asserts that four different dead layers all give 150, 200 and 225 at 20, 40 and 60 nm. Numerical sensitivities at six thicknesses have singular values 1.989 and 0.854, with the third asserted to be below $10^{-6}$ of the first, so two parameter combinations are determined and one is not. A graded permittivity profile is also asserted to reproduce the two original data points. Further assertions confirm that a temperature change recovers $t$ if the dead layer itself does not change, and that the differential capacitance at 1 V follows the derived bias formula. The remaining output sizes measurement errors, leakage, tunnelling and electrode screening with rough parameters.

## Numerical verification

```python
# Result under test: for a film of total thickness d containing dead layers
# (summed thickness t, permittivity e_d) and a remainder of permittivity e_f,
#   d/e_app = d/e_f + q,   q = t*(1/e_d - 1/e_f).
# Data (20 nm, 150), (60 nm, 225) fix e_f and q, but not t and e_d separately.
# Lengths are in nm unless a name ends in _m; permittivities are relative.
from fractions import Fraction
from itertools import product
import numpy as np
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy import constants as sc

eps0 = sc.epsilon_0


def invert_data(d1, e1, d2, e2):
    """Film permittivity and intercept from two apparent permittivities."""
    film = (d2 - d1) / (d2 / e2 - d1 / e1)
    return film, d1 / e1 - d1 / film


def poisson_apparent(nodes, eps):
    """Solve (eps phi')' = 0 with phi = 0 and 1 at the electrodes."""
    g = eps / np.diff(nodes)
    band = np.zeros((3, len(g) - 1))
    band[0, 1:] = -g[1:-1]
    band[1] = g[:-1] + g[1:]
    band[2, :-1] = -g[1:-1]
    rhs = np.zeros(len(g) - 1)
    rhs[-1] = g[-1]
    phi = solve_banded((1, 1), band, rhs)
    return g[0] * phi[0] * (nodes[-1] - nodes[0])


def layered_apparent(d, film, dead, t):
    """Half of the dead layer lies at each electrode."""
    n = 30
    nodes = np.concatenate([np.linspace(0, t / 2, n + 1),
                            np.linspace(t / 2, d - t / 2, n + 1)[1:],
                            np.linspace(d - t / 2, d, n + 1)[1:]])
    return poisson_apparent(nodes, np.repeat([dead, film, dead], n))


# Inversion in exact rational arithmetic
d1, e1, d2, e2 = map(Fraction, (20, 150, 60, 225))
film_exact, q_exact = invert_data(d1, e1, d2, e2)
assert film_exact == 300
e_f, q = float(film_exact), float(q_exact)
print(f"input: apparent permittivity {int(e1)} at {int(d1)} nm, "
      f"{int(e2)} at {int(d2)} nm")
print(f"d/e_app: {float(d1/e1):.5f} nm and {float(d2/e2):.5f} nm")
print(f"film permittivity e_f = {e_f:.1f}")
print(f"intercept q = {q:.5f} nm = {q_exact} nm")
for d, e in ((20, 150), (60, 225)):
    print(f"d = {d} nm: C/A = {eps0*e/(d*1e-9)*100:.3f} uF/cm2, "
          f"equivalent oxide (3.9) = {3.9*d/e:.3f} nm")
print(f"intercept alone: C/A = {eps0/(q*1e-9)*100:.2f} uF/cm2, "
      f"equivalent oxide = {3.9*q:.3f} nm")


# Different dead layers, same data, checked by the Poisson solution
def family_t(dead):
    return q / (1 / dead - 1 / e_f)


print("family of dead layers; Poisson e_app at 20, 40, 60 nm:")
for dead in (5.0, 10.0, 30.0, 100.0):
    t = family_t(dead)
    app = [layered_apparent(d, e_f, dead, t) for d in (20, 40, 60)]
    assert np.allclose(app[::2], [150, 225], rtol=1e-9)
    assert abs(app[1] - 40 / (40 / e_f + q)) < 1e-6
    print(f"  e_d = {dead:5.0f}, t = {t:7.4f} nm: "
          + ", ".join(f"{a:.3f}" for a in app))
dead_max = brentq(lambda x: family_t(x) - 20, 1, 290)
assert abs(dead_max - 150) < 1e-8
print(f"largest e_d allowed by t <= 20 nm: {dead_max:.1f}")
print(f"smallest t, at e_d = 1: {family_t(1.0):.4f} nm")
print(f"if d excludes the dead layer, e_d = 10 needs t = {10*q:.4f} nm")

# Sensitivity to logarithms of (e_f, e_d, t) at six thicknesses
base = np.log([e_f, 10.0, family_t(10.0)])
thicknesses = (10, 20, 40, 60, 100, 200)


def log_curve(p):
    return np.log([layered_apparent(d, *np.exp(p)) for d in thicknesses])


step = 1e-4
jac = np.array([(log_curve(base + step * u) - log_curve(base - step * u))
                / (2 * step) for u in np.eye(3)]).T
_, sing, vt = np.linalg.svd(jac)
null = vt[-1]
assert sing[2] < 1e-6 * sing[0] and sing[1] > 1e-2 * sing[0]
assert abs(null[0]) < 1e-5
null_ratio = null[2] / null[1]
assert abs(null_ratio - e_f / (e_f - 10)) < 1e-4
print(f"sensitivity singular values: {sing[0]:.3f}, {sing[1]:.3f}, "
      f"third below 1e-6 of first")
print(f"null direction at e_d = 10: dln t/dln e_d = {null_ratio:.4f}")

# Smooth profile with the same integrated excess of 1/eps
decay = 1.0
amp = q / (2 * decay)
for d, target in ((20, 150), (60, 225)):
    z = np.linspace(0, d, 6001)
    mid = (z[1:] + z[:-1]) / 2
    inv = 1 / e_f + amp * (np.exp(-mid / decay) + np.exp(-(d - mid) / decay))
    app = poisson_apparent(z, 1 / inv)
    # midpoint sampling of the profile limits the accuracy
    assert abs(app / target - 1) < 1e-4
    print(f"graded profile, decay {decay:.0f} nm, d = {d} nm: "
          f"e_app = {app:.2f}")
print(f"graded profile: permittivity at electrode {1/(1/e_f+amp):.1f}")

# Errors of one percent in both apparent permittivities
corners = np.array([invert_data(20., 150 * (1 + a), 60., 225 * (1 + b))
                    for a, b in product((-.01, .01), repeat=2)])
print(f"1% errors: e_f from {corners[:,0].min():.1f} to "
      f"{corners[:,0].max():.1f}, q from {corners[:,1].min():.4f} to "
      f"{corners[:,1].max():.4f} nm")

# Heating: Curie-Weiss film, temperature-independent dead layer
T, T_hot, T_cw = 300.0, 358.0, 35.0
film_hot = e_f * (T - T_cw) / (T_hot - T_cw)
print(f"rough Curie-Weiss temperature {T_cw:.0f} K: e_f = {e_f:.0f} at "
      f"{T:.0f} K, {film_hot:.1f} at {T_hot:.0f} K")
for dead in (10.0, 100.0):
    t = family_t(dead)
    hot = [layered_apparent(d, film_hot, dead, t) for d in (20., 60.)]
    film_fit, q_hot = invert_data(20., hot[0], 60., hot[1])
    t_found = -(q_hot - q) / (1 / film_fit - 1 / e_f)
    assert abs(t_found / t - 1) < 1e-6
    print(f"  e_d = {dead:.0f}: hot e_app(20 nm) = {hot[0]:.2f}, "
          f"q = {q_hot:.5f} nm, recovered t = {t_found:.4f} nm")

# Bias: film field D/(eps0 e_f) + beta D^3, linear dead layer
beta = 7e9
d_m = 20e-9
print(f"rough film nonlinearity beta = {beta:.1e} V m5/C3")


def displacement(volt, dead):
    t_m = family_t(dead) * 1e-9

    def residual(D):
        return ((d_m - t_m) * (D / (eps0 * e_f) + beta * D**3)
                + t_m * D / (eps0 * dead) - volt)
    return brentq(residual, 0, 1, xtol=1e-16, rtol=1e-14)


biased = []
for dead in (10.0, 100.0):
    D = displacement(1.0, dead)
    h = 1e-3
    cap = (displacement(1 + h, dead) - displacement(1 - h, dead)) / (2 * h)
    t_m = family_t(dead) * 1e-9
    slope = d_m / (eps0 * 150) + 3 * beta * (d_m - t_m) * D**2
    assert abs(cap * slope - 1) < 1e-4
    biased.append(cap * d_m / eps0)
    print(f"  1 V on 20 nm, e_d = {dead:.0f}: D = {D*100:.2f} uC/cm2, "
          f"e_app = {biased[-1]:.1f}, dead-layer field = "
          f"{D/(eps0*dead)/1e8:.2f} MV/cm")
assert abs(biased[0] / biased[1] - 1) > 0.02

# Small readout signal: tuning, leakage and tunnelling
v_read, freq, barrier, eps_opt = 0.05, 1e5, 0.8, 5.0
D_read = displacement(v_read, 10.0)
t_m = family_t(10.0) * 1e-9
tuning = 3 * beta * (d_m - t_m) * D_read**2 * eps0 * 150 / d_m
field = D_read / (eps0 * 10)
lowering = np.sqrt(sc.e * field / (4 * np.pi * eps0 * eps_opt))
richardson = 4 * np.pi * sc.m_e * sc.k**2 * sc.e / sc.h**3
leak = richardson * T**2 * np.exp(-(barrier - lowering) * sc.e / (sc.k * T))
disp = 2 * np.pi * freq * eps0 * 150 / d_m * v_read
wkb = 2 * d_m * np.sqrt(2 * sc.m_e * barrier * sc.e) / sc.hbar
assert tuning < 1e-2 and leak / disp < 1e-2
print(f"readout {v_read} V, {freq/1e3:.0f} kHz, rough barrier {barrier} eV, "
      f"optical permittivity {eps_opt:.0f}, e_d = 10:")
print(f"  relative tuning {tuning:.1e}, dead-layer field "
      f"{field/1e8:.3f} MV/cm, barrier lowering {lowering:.3f} eV")
print(f"  leakage {leak*1e-4:.1e} A/cm2, displacement current "
      f"{disp*1e-4:.2e} A/cm2, ratio {leak/disp:.1e}")
print(f"  tunnelling exponent through 20 nm (free mass): {wkb:.0f}")

# Thomas-Fermi screening in two free-electron electrodes
density = 6e28
fermi = sc.hbar**2 * (3 * np.pi**2 * density)**(2 / 3) / (2 * sc.m_e)
screen = np.sqrt(2 * eps0 * fermi / (3 * density * sc.e**2)) * 1e9
print(f"electrodes, rough density {density*1e-6:.0e} cm-3: Fermi energy "
      f"{fermi/sc.e:.2f} eV, screening length {screen:.4f} nm")
print(f"  two electrodes add {2*screen:.4f} nm to the intercept, "
      f"{2*screen/q:.2f} times q")
print("tests ok")
```

Printed output:

```
input: apparent permittivity 150 at 20 nm, 225 at 60 nm
d/e_app: 0.13333 nm and 0.26667 nm
film permittivity e_f = 300.0
intercept q = 0.06667 nm = 1/15 nm
d = 20 nm: C/A = 6.641 uF/cm2, equivalent oxide (3.9) = 0.520 nm
d = 60 nm: C/A = 3.320 uF/cm2, equivalent oxide (3.9) = 1.040 nm
intercept alone: C/A = 13.28 uF/cm2, equivalent oxide = 0.260 nm
family of dead layers; Poisson e_app at 20, 40, 60 nm:
  e_d =     5, t =  0.3390 nm: 150.000, 200.000, 225.000
  e_d =    10, t =  0.6897 nm: 150.000, 200.000, 225.000
  e_d =    30, t =  2.2222 nm: 150.000, 200.000, 225.000
  e_d =   100, t = 10.0000 nm: 150.000, 200.000, 225.000
largest e_d allowed by t <= 20 nm: 150.0
smallest t, at e_d = 1: 0.0669 nm
if d excludes the dead layer, e_d = 10 needs t = 0.6667 nm
sensitivity singular values: 1.989, 0.854, third below 1e-6 of first
null direction at e_d = 10: dln t/dln e_d = 1.0345
graded profile, decay 1 nm, d = 20 nm: e_app = 150.00
graded profile, decay 1 nm, d = 60 nm: e_app = 225.00
graded profile: permittivity at electrode 27.3
1% errors: e_f from 291.2 to 309.2, q from 0.0633 to 0.0700 nm
rough Curie-Weiss temperature 35 K: e_f = 300 at 300 K, 246.1 at 358 K
  e_d = 10: hot e_app(20 nm) = 135.67, q = 0.06616 nm, recovered t = 0.6897 nm
  e_d = 100: hot e_app(20 nm) = 142.22, q = 0.05937 nm, recovered t = 10.0000 nm
rough film nonlinearity beta = 7.0e+09 V m5/C3
  1 V on 20 nm, e_d = 10: D = 6.40 uC/cm2, e_app = 135.1, dead-layer field = 7.23 MV/cm
  1 V on 20 nm, e_d = 100: D = 6.51 uC/cm2, e_app = 141.6, dead-layer field = 0.74 MV/cm
readout 0.05 V, 100 kHz, rough barrier 0.8 eV, optical permittivity 5, e_d = 10:
  relative tuning 3.0e-04, dead-layer field 0.375 MV/cm, barrier lowering 0.104 eV
  leakage 2.2e-05 A/cm2, displacement current 2.09e-01 A/cm2, ratio 1.0e-04
  tunnelling exponent through 20 nm (free mass): 183
electrodes, rough density 6e+22 cm-3: Fermi energy 5.59 eV, screening length 0.0586 nm
  two electrodes add 0.1172 nm to the intercept, 1.76 times q
tests ok
```
